# Drift of a small insulating void by surface electromigration

## Void velocity and its dependence on radius

A circular hole of radius $a$ passes through the full thickness of a wide conducting film. Far from the hole the electric field is $\mathbf E_0=E_0\hat{\mathbf x}$, with $E_0=\rho j$, where $\rho$ is the resistivity and $j$ the current density. If the hole is insulating and atoms move by diffusion along its rim alone, it translates without change of shape at the velocity

$$U=-\frac{2\Omega M qE_0}{a}=-\frac{2\Omega\nu_sD_s\,Z^*e\,\rho j}{k_BT\,a}. \tag{1}$$

Here $\Omega$ is the atomic volume, $\nu_s$ the number of mobile atoms per unit rim area, $D_s$ their diffusivity, $T$ the temperature, $e>0$ the elementary charge and $Z^*$ the effective valence. The abbreviations are $q=Z^*e$ and $M=\nu_sD_s/(k_BT)$. At fixed current density, temperature and surface properties, $|U|\propto1/a$.

The charge $q$ describes the total electrical force $q\mathbf E$ on a surface atom: the direct force of the field plus the momentum transferred by scattered electrons, the electron wind. When the wind dominates and pushes atoms along the electron drift, as in aluminium and copper, $Z^*<0$. Atoms then drift against $\mathbf E_0$, towards the anode, and by (1) the void moves along $\mathbf E_0$, towards the cathode.

The model takes $D_s$, $\nu_s$, $Z^*$, $T$ and the surface energy $\gamma$ as uniform, and $D_s$ and $\gamma$ as isotropic. It leaves out bulk diffusion, diffusion on the film faces, evaporation and mechanical stress. The current adjusts to the void shape at once, because the rim moves very slowly.

### The field on the rim

Use polar coordinates about the void centre, with $\theta$ measured from $\hat{\mathbf x}$. In the metal $\mathbf E=-\nabla\phi$, and conservation of current with uniform $\rho$ gives $\nabla^2\phi=0$. Far away $\phi\to-E_0r\cos\theta$. The decaying harmonic function with the same angular dependence is $\cos\theta/r$, so we try

$$\phi_0=-E_0\left(r+\frac{A}{r}\right)\cos\theta. \tag{2}$$

No current enters the void, so $\partial_r\phi_0=-E_0(1-A/a^2)\cos\theta$ must vanish at $r=a$. Hence $A=a^2$. The tangential field at the rim is

$$E_\theta=-\frac1a\,\partial_\theta\phi_0\Big|_{r=a}=-2E_0\sin\theta. \tag{3}$$

At the top of the void, $\theta=\pi/2$, the unit vector $\hat{\boldsymbol\theta}$ points along $-\hat{\mathbf x}$. The field there is therefore $+2E_0\hat{\mathbf x}$: the current crowds around the obstacle and doubles the remote field. The factor 2 does not depend on $a$, since the problem contains no other length.

### Atom flux and motion of the rim

A mobile atom under a tangential force $F$ drifts at $D_sF/(k_BT)$, by the Einstein relation. Let $s$ be arc length in the direction of increasing $\theta$, and let $J$ be the number of atoms passing a point of the rim per second and per unit film thickness. Then

$$J=M\left(qE_s-\partial_s\mu\right), \tag{4}$$

where $E_s$ is the tangential field and $\mu$ the chemical potential of rim atoms due to surface energy. A circular rim costs energy $2\pi a\gamma$ per unit thickness and encloses area $\pi a^2$, so its energy changes by $\gamma/a$ per unit area of void. An atom added to the rim reduces the void volume by $\Omega$. With the void curvature $\kappa$ counted positive for a circle, this gives

$$\mu=-\Omega\gamma\kappa. \tag{5}$$

On a circle $\kappa=1/a$ is constant and drives no flux. Equations (3) and (4) leave

$$J=-2MqE_0\sin\theta. \tag{6}$$

Let the normal $\mathbf n$ point from void into metal, and let $V_n$ be the rim speed along $\mathbf n$. A rim element $ds$ loses $J(s+ds)-J(s)=\partial_sJ\,ds$ atoms per second and unit thickness. The volume removed equals $V_n\,ds$, so

$$V_n=\Omega\,\partial_sJ=\frac{\Omega}{a}\,\partial_\theta J=-\frac{2\Omega MqE_0}{a}\cos\theta. \tag{7}$$

A circle translating at $U\hat{\mathbf x}$ has $V_n=U\hat{\mathbf x}\cdot\mathbf n=U\cos\theta$. Equation (7) has this form at every angle, so the circle moves rigidly, and comparison gives (1).

### Why the speed falls with radius

The inverse law also follows from counting atoms across the line $x=0$ through the void centre. At the top, (6) gives $J=-2MqE_0$ with $\hat{\boldsymbol\theta}=-\hat{\mathbf x}$; at the bottom, $J=+2MqE_0$ with $\hat{\boldsymbol\theta}=+\hat{\mathbf x}$. Both streams carry $2MqE_0$ atoms towards $+x$, so the right half of the rim gains $4MqE_0$ atoms per second and unit thickness. A void moving at $U$ removes from that half a volume

$$\int_{-\pi/2}^{\pi/2}U\cos\theta\;a\,d\theta=2aU$$

per second and unit thickness. Loss is the negative of gain, so

$$2aU=-4\Omega MqE_0. \tag{8}$$

The transport capacity on the right does not depend on $a$, because the rim field does not. The width to be cleared on the left is proportional to $a$. This is the origin of $1/a$.

In terms of the drift velocity $v_{\rm at}=D_sqE_0/(k_BT)$ of a surface atom in the remote field,

$$U=-2\,\frac{\Omega\nu_s}{a}\,v_{\rm at}. \tag{9}$$

The length $\Omega\nu_s$ is the thickness of the mobile layer. For a void much larger than this thickness, the void is much slower than the atoms that carry it. When $a$ shrinks to a few atomic spacings, a continuous rim and a single curvature lose their meaning, so the divergence of (1) as $a\to0$ lies outside the model.

### A spherical void

The same steps apply to an insulating sphere deep inside a thick conductor. The decaying potential is now $\cos\theta/r^2$, and zero normal current at $r=a$ gives

$$\phi=-E_0\left(r+\frac{a^3}{2r^2}\right)\cos\theta,\qquad E_\theta=-\tfrac32E_0\sin\theta .$$

The curvature is again uniform, so the flux per unit length of surface line is $J=-\frac32MqE_0\sin\theta$. The surface divergence on a sphere includes the changing length of the circles of latitude:

$$V_n=\frac{\Omega}{a\sin\theta}\,\partial_\theta(\sin\theta\,J)=-\frac{3\Omega MqE_0}{a}\cos\theta. \tag{10}$$

The sphere also moves rigidly, at $U=-3\Omega MqE_0/a$. The dimension changes the prefactor from 2 to 3 and leaves the inverse dependence on radius.

## Does the void stay circular?

Equation (1) is useful if a slightly distorted void returns to a circle. In the frame moving at $U$, write the rim as $r=a+h(\theta,t)$ with $|h|\ll a$, and keep terms of first order in $h$. A prime means $\partial_\theta$.

**Field.** The normal is $\mathbf n=\hat{\mathbf r}-(h'/a)\hat{\boldsymbol\theta}$. With $\phi=\phi_0+\phi_1$, zero normal current at $r=a+h$ requires

$$\partial_r\phi_1+h\,\partial_r^2\phi_0-\frac{h'}{a^2}\,\partial_\theta\phi_0=0\quad\text{at }r=a.$$

From (2), $\partial_r^2\phi_0=-2E_0\cos\theta/a$ and $\partial_\theta\phi_0=2E_0a\sin\theta$ there. Therefore

$$\partial_r\phi_1=\frac{2E_0}{a}\left(h\cos\theta+h'\sin\theta\right)=\frac{2E_0}{a}\,p',\qquad p=h\sin\theta. \tag{11}$$

Expand $h=\sum_kh_ke^{ik\theta}$ and $p$ likewise. The decaying solution is $\phi_1=\sum_kb_k(a/r)^{|k|}e^{ik\theta}$, whose radial derivative at $a$ has coefficients $-|k|b_k/a$. Equation (11) gives, for $k\neq0$,

$$b_k=-2iE_0\,\mathrm{sgn}(k)\,p_k. \tag{12}$$

Since $\partial_r\phi_0=0$ at $r=a$, the potential on the displaced rim is $\Phi=-2E_0a\cos\theta+\phi_1(a,\theta)$.

**Electrical part of the motion.** From (4) and (7), $V_n=-\Omega Mq\,\partial_s^2\Phi$. To first order $ds=(a+h)\,d\theta$, and the first-order part of $\partial_s^2\Phi$ is

$$\frac{\phi_1''}{a^2}-\frac{2h}{a^3}(2E_0a\cos\theta)-\frac{h'}{a^3}(2E_0a\sin\theta).$$

In the moving frame $\partial_th=V_n-Un_x$, with $n_x=\cos\theta+(h'/a)\sin\theta$. The zeroth-order terms cancel by (7). The frame term adds $-Uh'\sin\theta/a=2\Omega MqE_0h'\sin\theta/a^2$. Collecting terms,

$$\partial_th\Big|_{\rm el}=\frac{\Omega MqE_0}{a^2}\left[-\frac{\phi_1''}{E_0}+4h\cos\theta+4h'\sin\theta\right]=\frac{\Omega MqE_0}{a^2}\left[-\frac{\phi_1''}{E_0}+4p'\right].$$

By (12) the bracket has coefficients $-2ik|k|p_k+4ikp_k=2ik(2-|k|)p_k$. Because $\sin\theta=(e^{i\theta}-e^{-i\theta})/2i$, we have $p_k=(h_{k-1}-h_{k+1})/2i$.

**Capillary part.** To first order $\kappa=1/a-(h+h'')/a^2$. Equations (4), (5) and (7) give $V_n=M\Omega^2\gamma\,\partial_s^2\kappa$, which is $-M\Omega^2\gamma(h''+h'''')/a^4$. Its coefficients are $-M\Omega^2\gamma\,k^2(k^2-1)h_k/a^4$.

With

$$\tau=\frac{a^4}{M\Omega^2\gamma},\qquad \chi=\frac{qE_0a^2}{\Omega\gamma}, \tag{13}$$

the two parts combine into

$$\tau\frac{dh_k}{dt}=\chi k(2-|k|)(h_{k-1}-h_{k+1})-k^2(k^2-1)h_k. \tag{14}$$

The ratio $\chi$ compares electrical driving with capillarity.

For $k=0$ the right side vanishes, which expresses conservation of void area. For $k=1$, a uniform change of radius $h_0$ gives $dh_1/dt=\chi h_0/\tau$. The centre then moves relative to the frame at $2\,dh_1/dt=2\Omega MqE_0h_0/a^2$, which is $h_0\,dU/da$ from (1). The inverse law is thus contained in (14).

For $k=2$ the electrical term is zero, and the elliptic distortion decays as $h_2\propto e^{-12t/\tau}$ whatever the current. For $k\ge3$ set $h_k=s_kg_k$ with $s_k=\sqrt{k(k-2)}$. For $k\ge4$,

$$\tau\frac{dg_k}{dt}=-\chi\left(s_ks_{k-1}g_{k-1}-s_ks_{k+1}g_{k+1}\right)-k^2(k^2-1)g_k,$$

while for $k=3$ the term in $g_{k-1}$ is replaced by $-\chi s_3h_2$, with $s_3=\sqrt3$. Multiply by $2g_k^*$, take real parts and sum to find the rate of change of $G=\sum_{k\ge3}|g_k|^2$. Each neighbouring pair contributes $2\chi s_ks_{k+1}\,\mathrm{Re}(g_k^*g_{k+1}-g_{k+1}^*g_k)=0$, because the bracket is imaginary. What remains is

$$\tau\frac{dG}{dt}=-2\sum_{k\ge3}k^2(k^2-1)|g_k|^2-2\sqrt3\,\chi\,\mathrm{Re}(g_3^*h_2). \tag{15}$$

The smallest damping factor in the sum is 72, and $|g_3|\le\sqrt G$, so $\tau\,d\sqrt G/dt\le-72\sqrt G+\sqrt3|\chi||h_2|$. Inserting the decay of $h_2$ and integrating,

$$\sqrt{G(t)}\le\sqrt{G(0)}\,e^{-72t/\tau}+\frac{\sqrt3|\chi||h_2(0)|}{60}\left(e^{-12t/\tau}-e^{-72t/\tau}\right). \tag{16}$$

Small distortions that are uniform through the film thickness therefore die out for every $\chi$. A radius that varies through the thickness $d$ is a separate matter. For $r=a+h\cos k_zz$ the total curvature is $1/a-(1-k_z^2a^2)h\cos k_zz/a^2$, so $\tau\,dh/dt=k_z^2a^2(1-k_z^2a^2)h$. The field adds nothing to this rate at first order, because $p'$ has no $\theta$-independent part. For a wall that meets closed film faces at right angles the smallest $k_z$ is $\pi/d$, so the cylindrical hole is stable only if $d<\pi a$; in a thicker film it tends to pinch off. The bound on what an ellipse can excite in the higher modes grows with $|\chi|$, however, and a large response would leave the linear regime. Linear stability does not guarantee that a strongly driven void recovers from a finite distortion. By (16), $|h_3|$ stays below $|\chi||h_2(0)|/20$, so this response is weak for $|\chi|$ up to order 1 and can rival the ellipse itself only when $|\chi|$ is of order 20. Since $\chi\propto a^2$ at fixed field, small radii resist in-plane distortion better, while the condition $d<\pi a$ works against them.

## Finite line width

Now let the void sit midway between the insulating edges of a line of width $w$, with the current density far from the void held fixed. The edges can be replaced by mirror images of the void at $y=nw$, $n=\pm1,\pm2,\dots$. By (2), each image adds a potential $-E_0a^2x/(x^2+y^2)$ measured from its own centre, and hence a field $E_0a^2/(nw)^2$ along $x$ at the real void. Summing over both sides with $\sum_{n\ge1}n^{-2}=\pi^2/6$,

$$\frac{U(w)}{U(\infty)}\simeq1+\frac{\pi^2a^2}{3w^2}. \tag{17}$$

At this order the extra field is uniform over the void, so the circle still moves rigidly. Its non-uniformity, and the strengthening of the images themselves, enter at order $(a/w)^4$.

Beyond that order one can still ask for the velocity of the centroid of a void that is circular at the moment considered:

$$\dot X=\frac1{\pi a^2}\oint xV_n\,ds=-\frac{\Omega Mq}{\pi a^2}\int_0^{2\pi}\cos\theta\,\Phi''\,d\theta=\frac{\Omega Mq}{\pi a^2}\int_0^{2\pi}\Phi\cos\theta\,d\theta. \tag{18}$$

The last step integrates by parts twice. The rim potential $\Phi$ was found numerically from three multipoles, each repeated periodically at spacing $w$, with strengths fitted by least squares to zero normal current on the rim. For $w=1\ \mu$m the speed ratios are:

| $a$ (nm) | Equation (18) | Equation (17) |
|---:|---:|---:|
| 50 | 1.008 | 1.008 |
| 100 | 1.034 | 1.033 |
| 200 | 1.152 | 1.132 |

In this line, doubling the radius from 100 to 200 nm multiplies the speed by $0.5\times1.152/1.034=0.557$ instead of 0.5. The pure inverse law therefore requires $a\ll w$, or a comparison at fixed $a/w$.

## Worked example

Take round model parameters, not those of a named metal: $T=500$ K, $\rho=3.0\times10^{-8}\ \Omega\,$m, $j=1.0\times10^{10}$ A/m², $Z^*=-5$, $D_s=1.0\times10^{-12}$ m²/s, $\nu_s=1.5\times10^{19}$ m⁻², $\Omega=1.5\times10^{-29}$ m³, $\gamma=1.0$ J/m² and $a=1.0\times10^{-7}$ m. The film is taken as infinitely wide.

The remote field is $E_0=\rho j=300$ V/m. The force on an atom in it is $qE_0=-2.403\times10^{-16}$ N, and $k_BT=6.903\times10^{-21}$ J. The atomic drift velocity is

$$v_{\rm at}=\frac{(1.0\times10^{-12})(-2.403\times10^{-16})}{6.903\times10^{-21}}=-3.481\times10^{-8}\ \text{m/s}.$$

The mobile layer has thickness $\Omega\nu_s=2.25\times10^{-10}$ m, about one atomic layer. Equation (9) then gives

$$U=-2\,\frac{2.25\times10^{-10}}{1.0\times10^{-7}}\,(-3.481\times10^{-8})=1.567\times10^{-10}\ \text{m/s},$$

or 0.157 nm/s towards the cathode. The void is slower than the atoms by a factor of about 220, the inverse of $2\Omega\nu_s/a$. It would cover $10^{-5}$ m in $6.38\times10^4$ s, or 17.7 h. With all else fixed, a radius of 50 nm gives $3.133\times10^{-10}$ m/s and a radius of 200 nm gives $7.83\times10^{-11}$ m/s.

For the shape, (13) gives $\chi=-0.160$ and $\tau=205$ s. An elliptic distortion decays with time constant $\tau/12=17.0$ s, while the void needs 638 s to move by one radius. Capillarity thus restores the circle long before the void has moved appreciably. By (16), and since $|h_3|=\sqrt3|g_3|$, an initial ellipse can raise $|h_3|$ to no more than $|\chi||h_2(0)|/20$, which is 0.8% of $|h_2(0)|$. At the same field, $|\chi|$ reaches 1 at a radius of about 250 nm, where this bound is still only 5%. These statements need a film thinner than $\pi a=314$ nm; in a thicker film a variation of radius through the thickness can grow with a time constant as short as $4\tau\approx820$ s.

Compared with real interconnects, the current density and temperature are of the order used in accelerated tests, and the line of width 1 µm is far wider than the finest lines in use, into which a void of radius 100 nm would not fit. A particularly uncertain input is $D_s$. It is thermally activated and sensitive to surface contamination and to the adjoining layers, and can differ from the chosen value by orders of magnitude. A tenfold change in $D_s$ alone changes $U$ tenfold and all the times above by the inverse factor, but leaves $\chi$ unchanged. Crystal facets make $D_s$ and $\gamma$ depend on direction, grain boundaries can hold a void back, and a conducting liner can carry current past it. The 17.7 h is therefore a property of this model, not a predicted device lifetime.

Numerical values quoted here were computed with a short program.
